# Why tunnelling and the density matrix decay at different rates

## The decision: may one cutoff serve both quantities?

A linear-scaling calculation on an insulating barrier discards density-matrix elements beyond some distance. If the same barrier is then placed between metal leads, one must decide whether that distance may also truncate the Green function that carries the current. It may not, in general. In the single-channel chain treated here, the density matrix of the insulator without leads decays with the largest decay constant in the gap, whereas tunnelling uses the decay constant at the Fermi energy. Both can be read from one complex band structure.

The model is a periodic chain of independent electrons at zero temperature. A cell of length $a$ has three orthonormal orbitals with real site energies $\varepsilon_1,\varepsilon_2,\varepsilon_3$. Nonzero real hoppings $h_1$ and $h_2$ join neighbours inside the cell, and $h_3$ joins orbital 3 to orbital 1 of the next cell. The Fermi energy $E_F$ lies in a gap. Algebra is in atomic units; numbers are in eV and Å.

## First contribution: the evanescent wave

Let a Bloch wave gain a factor $\lambda=e^{ika}$ per cell. The Bloch matrix is

$$H(k)=\begin{pmatrix}\varepsilon_1&h_1&h_3/\lambda\\h_1&\varepsilon_2&h_2\\h_3\lambda&h_2&\varepsilon_3\end{pmatrix}.$$

In $\det(z-H)$ the two cyclic products each contain three factors $-h_j$. With $q=h_1h_2h_3$ they give $-q(\lambda+1/\lambda)$, so

$$\det(z-H)=\Phi(z)-2q\cos ka,$$

$$\Phi=\prod_j(z-\varepsilon_j)-h_1^2(z-\varepsilon_3)-h_2^2(z-\varepsilon_1)-h_3^2(z-\varepsilon_2).$$

A solution at energy $z$ obeys $\Phi(z)=q(\lambda+1/\lambda)$. There is one pair, $\lambda$ and $1/\lambda$; from here on $\lambda$ is the member with $|\lambda|<1$. In a gap it is real, $\lambda=s\,e^{-\kappa a}$ with $s=\pm1$, and

$$2|q|\cosh\kappa a=|\Phi(E)|.$$

This curve starts at $\kappa=0$ at the valence edge and returns to zero at the conduction edge. To find its shape, define $\kappa(z)=-\ln|\lambda(z)|/a$ for complex $z$ too, and factorise, with $\theta=ka$ real:

$$\Phi-2q\cos\theta=\frac q\lambda(1-\lambda e^{i\theta})(1-\lambda e^{-i\theta}).$$

The series $\ln(1-\lambda e^{i\theta})=-\sum_{p\ge1}\lambda^pe^{ip\theta}/p$ averages to zero over $\theta$, and so does its partner. The determinant is also $\prod_j[z-E_j(k)]$, where $E_j(k)$ are the real bands. Taking logarithms of moduli and averaging over $k$ gives

$$a\kappa(z)=\sum_j\langle\ln|z-E_j(k)|\rangle_k-\ln|q|.$$

On the real axis inside the gap,

$$a\kappa'=\sum_j\left\langle\frac1{E-E_j}\right\rangle_k,\qquad a\kappa''=-\sum_j\left\langle\frac1{(E-E_j)^2}\right\rangle_k<0.$$

The curve is therefore concave and has one maximum, at an energy $E_b$. Bands below $E$ push the slope up, bands above push it down, and at $E_b$ they balance. Off the axis, $|E+iy-E_j|^2=(E-E_j)^2+y^2$ grows with $|y|$, so $\kappa(E+iy)$ grows as well. Thus $E_b$ is a maximum along real energy and a minimum along imaginary energy: a saddle point.

## Second contribution: one energy, one distance

Consider the Green function between the same orbital in two cells $n\ge1$ apart. Inverting the Bloch matrix gives

$$G(n;z)=\int_{-\pi}^{\pi}\frac{d\theta}{2\pi}\,\frac{m(z)\,e^{in\theta}}{\Phi(z)-2q\cos\theta},$$

where $m$ is the cofactor of the chosen orbital. For orbital 2, $m=(z-\varepsilon_1)(z-\varepsilon_3)-h_3^2$. Put $w=e^{i\theta}$, so $d\theta=dw/(iw)$ and the denominator is $-(q/w)(w-\lambda)(w-1/\lambda)$. Only the pole at $\lambda$ lies inside the unit circle:

$$G(n;z)=-\frac{m}{q}\,\frac{\lambda^n}{\lambda-1/\lambda}=\frac{m(z)\,\lambda^n}{q(1/\lambda-\lambda)}.$$

At a fixed gap energy this amplitude falls as $e^{-\kappa(E)L}$, with $L=na$. Nothing yet favours $E_b$.

## Third contribution: the sum over occupied energies

The density matrix $P(n)$, per spin and for the chain without leads, is the projector on all states below the gap. It is the counterclockwise integral of $G/(2\pi i)$ around those states. Let the contour cross the gap upwards along ${\rm Re}\,z=E$ and close far to the left. For $n\ge1$ the off-diagonal $G$ falls at least as $1/z^2$, so the distant arc gives nothing. With $dz=i\,dy$,

$$P(n)=\frac1{2\pi}\int_{-\infty}^{\infty}dy\,G(n;E+iy).$$

Every $E$ in the gap gives the same $P$. On each such line $|\lambda|\le e^{-\kappa(E)a}$, and $|G(n)|=|G(1)||\lambda|^{n-1}$. Hence

$$|P(n)|\le C(E)\,e^{-\kappa(E)(n-1)a},\qquad C(E)=\frac1{2\pi}\int dy\,|G(1;E+iy)|.$$

All these bounds hold together, and the one with the largest $\kappa$ wins at long distance. This is why $\kappa_b=\kappa(E_b)$ appears although no state sits at $E_b$.

The prefactor follows from the saddle. Write $\lambda^n=s^ne^{-LK(z)}$, where $K$ is analytic and equals $\kappa$ in the gap. Near $E_b$ the linear term vanishes, and $(iy)^2=-y^2$ turns the negative curvature into growth:

$$K(E_b+iy)\simeq\kappa_b+\tfrac12|\kappa''(E_b)|y^2.$$

The Gaussian integral is $\int dy\,e^{-L|\kappa''|y^2/2}=\sqrt{2\pi/(L|\kappa''|)}$. Dividing by $2\pi$,

$$P(n)\simeq\frac{G(n;E_b)}{\sqrt{2\pi L|\kappa''(E_b)|}}\ \propto\ \frac{e^{-\kappa_bL}}{\sqrt L}.$$

Corrections are of relative order $1/L$. The result requires $m(E_b)\ne0$. If $m$ vanishes there, the leading term is absent and $P$ carries at least one further factor $1/L$.

The physical content is cancellation. Occupied Bloch states do not decay, but their phases interfere. Moving the contour into the gap replaces a sum of large oscillating terms by a small one.

## Fourth contribution: transmission at a prescribed energy

Now take $N$ cells, $M=3N$ sites and $L=Na$, between identical metal chains with site energy $\varepsilon_l$, hopping $h_l<0$ and contact hopping $h_c$. In a lead, $E=\varepsilon_l+2h_l\cos\theta$ with $0<\theta<\pi$, and $e^{i\theta j}$ moves to the right. On the left, at $j\le0$, the wave is $e^{i\theta j}+re^{-i\theta j}$; on the right, at $j\ge1$, it is $te^{i\theta j}$.

The equation at the last left-lead site demands that the continued lead wave match the contact term:

$$h_l(e^{i\theta}+re^{-i\theta})=h_c\psi_1.$$

Solving for $r$ gives $1+r=1-e^{2i\theta}+e^{i\theta}h_c\psi_1/h_l$. The equation at barrier site 1 contains $h_c(1+r)$. It therefore acquires a self-energy $\Sigma=h_c^2e^{i\theta}/h_l$ and a source $S=h_c(1-e^{2i\theta})$, with $|S|=2|h_c|\sin\theta$. At the right contact $h_lt=h_c\psi_M$, so $h_cte^{i\theta}=\Sigma\psi_M$: the same self-energy. Thus $\psi_M=G_{M1}S$. Equal leads have equal velocities, so

$$T=|t|^2=\frac{h_c^2}{h_l^2}|S|^2|G_{M1}|^2=\Gamma^2|G_{1M}|^2,\qquad \Gamma=-2\,{\rm Im}\,\Sigma.$$

The conductance is $T/\pi$ in atomic units, which is $2e^2/h$ times $T$.

For the isolated barrier, the cofactor joining its ends is the product of its hoppings:

$$G^0_{1M}=\frac{q^N}{h_3D_N},\qquad D_N=\det(E-H_N).$$

Adding one site to a tridiagonal determinant gives $d_j=(E-\varepsilon_j)d_{j-1}-h_{j-1}^2d_{j-2}$, where $h_0=h_3$. Over one cell this is a $2\times2$ matrix acting on $(d_j,d_{j-1})$. Its determinant is $h_1^2h_2^2h_3^2=q^2$. Its diagonal elements are $D_1$ and $-h_3^2(E-\varepsilon_2)$, whose sum is $\Phi$. A $2\times2$ matrix obeys its characteristic equation, hence

$$D_{N+1}=\Phi D_N-q^2D_{N-1},\qquad x_\pm=qs\,e^{\pm\kappa a},$$

where $x_\pm$ are the roots of $x^2-\Phi x+q^2=0$. With $D_0=1$, the growing part is $\alpha x_+^N$, where $\alpha=(D_1-x_-)/(x_+-x_-)$. For $\alpha\ne0$,

$$G^0_{1M}\to\frac{s^Ne^{-\kappa L}}{h_3\alpha}.$$

The leads act on the two end sites. Inverting $(g^{-1}-\Sigma)$ in that two-site space, with $g$ the isolated end-site Green matrix, gives

$$G_{1M}=\frac{G^0_{1M}}{(1-\Sigma G^0_{11})(1-\Sigma G^0_{MM})-\Sigma^2(G^0_{1M})^2}.$$

At large $L$ the last term vanishes, and the end elements tend to real surface values $g_L,g_R$. Therefore

$$T\to A(E)e^{-2\kappa(E)L},\qquad A=\frac{\Gamma^2}{h_3^2\alpha^2|1-\Sigma g_L|^2|1-\Sigma g_R|^2}.$$

The leads enter only through $A$, which also depends on the barrier and on the orbital at which it is cut. The decay constant $\kappa$ depends only on the periodic chain and the energy. If $\alpha=0$, the barrier without leads has a state at that energy bound to its left or right end. Then $g_L$ or $g_R$ has a pole that cancels the zero of $\alpha$. The expression for $A$ must be read as a limit, which is finite, and the exponent remains $2\kappa$.

## Fifth contribution: an energy window does not restore cancellation

A sum over energies alone does not produce $\kappa_b$. Consider $\int T\,dE$ over a window inside the gap, with the barrier left undistorted by bias. $T$ is positive, so nothing cancels. Since $\kappa$ is concave, its minimum in the window is at an end. If that is the upper end $E_e$, with $\kappa'(E_e)<0$, set $x=E_e-E$. Then $\kappa\simeq\kappa(E_e)+|\kappa'|x$, and

$$\int T\,dE\simeq T(E_e)\int_0^\infty e^{-2L|\kappa'|x}dx=\frac{T(E_e)}{2|\kappa'(E_e)|L}.$$

The density matrix selects the largest $\kappa$ in the gap; the window integral selects the smallest in the window. Squaring is not the whole difference. The linear integral $\int G(n;E)\,dE$ over the same window is also ruled by its end: for $m(E_e)\ne0$ the same steps give $G(n;E_e)/(|\kappa'(E_e)|L)$, which decays with $\kappa(E_e)$. What produces $\kappa_b$ is that $P$ integrates an analytic amplitude along a closed contour, which is free to cross the gap at $E_b$. The window has its end points fixed on the real axis inside the gap. Bending the path between them does not remove their contributions, whether the integrand is $G$ or $T$.

## Weighing the contributions in a model chain

Choose $\varepsilon=(1,-2,1)$ eV, all $h_j=-1$ eV and $a=6$ Å, with the lowest band filled. The leads have $\varepsilon_l=-1$, $h_l=-2$ and $h_c=-1$ eV. With energies in eV,

$$\Phi=(E-1)^2(E+2)-2(E-1)-(E+2)=E^3-6E+2,\qquad q=-1.$$

The gap runs from $-2.449$ to 0 eV. The condition $\Phi'=3E^2-6=0$ gives $E_b=-\sqrt2=-1.414$ eV, where $\Phi=7.657$. Hence $\cosh\kappa_ba=3.828$ and $\kappa_b=0.3363$ Å$^{-1}$ (0.178 bohr$^{-1}$). At $E_F=-0.3$ eV the same formula gives $\kappa_F=0.2081$ Å$^{-1}$ (0.110 bohr$^{-1}$).

The maximum lies below midgap, $-1.225$ eV. There $a\kappa'=\Phi'/(2\sinh\kappa a)=-0.21$ eV$^{-1}$. The third band, 3.22 to 3.67 eV higher, contributes between $-0.31$ and $-0.27$ eV$^{-1}$. Without its term the slope at midgap would be positive, so the third band is what puts $E_b$ below midgap.

In this chain $D_1-x_-=e^{\kappa a}+E+2$, which is positive throughout the gap, so $\alpha\ne0$. The table gives $T$ from the full Green function, computed site by site, and $P$ between middle orbitals, from a sum over occupied Bloch states.

| $L$ (Å) | $T(E_F)$ | $T(E_b)$ | $\lvert P\rvert$ |
|---:|---:|---:|---:|
| 12 | $1.7\times10^{-3}$ | $2.6\times10^{-4}$ | $2.9\times10^{-3}$ |
| 36 | $7.9\times10^{-8}$ | $2.5\times10^{-11}$ | $5.4\times10^{-7}$ |
| 60 | $3.6\times10^{-12}$ | $2.5\times10^{-18}$ | $1.3\times10^{-10}$ |

At 60 Å, $P$ exceeds $T(E_F)$. That compares an amplitude with a probability. The squared density matrix is $1.7\times10^{-20}$, far below $T(E_F)$. In exponents, $T(E_F)$ has $2\kappa_F=0.416$ Å$^{-1}$, while $|P|^2$ has $2\kappa_b=0.673$ Å$^{-1}$ and an additional $1/L$.

**Energy.** Moving from $E_b$ to $E_F$ changes $T$ at 60 Å by

$$\frac{0.254}{0.836}\,e^{(0.6727-0.4163)\times60}\simeq1.5\times10^6.$$

The first factor is the ratio of the prefactors $A$ and is modest; the exponential dominates. $P$ of the chain without leads does not change at all when $E_F$ moves within the gap.

**Saddle width.** Differentiating $2|q|\cosh\kappa a=|\Phi|$ twice at $E_b$ gives

$$\kappa''=\frac{6E_b}{2a\sinh\kappa_ba}=-0.191\ \text{Å}^{-1}\text{eV}^{-2}.$$

At 60 Å the square root in $P$ is $\sqrt{2\pi\times60\times0.191}=8.5$ eV$^{-1}$, so the saddle formula is $G(n;E_b)$ multiplied by an effective energy width of $1/8.5=0.12$ eV, which shrinks as $1/\sqrt L$. The saddle formula gives $1.32\times10^{-10}$; the computed $P$ is 0.9% below it. At 960 Å the relative difference is 0.06%, consistent with a $1/L$ correction. The power law also raises the apparent exponent: between 60 and 66 Å it is 0.344, not yet 0.336 Å$^{-1}$.

**Cancellation.** At zero distance the occupied weights on the middle orbital add to 0.84. At 60 Å the same weights, now with their phases, leave $1.3\times10^{-10}$.

**Window.** Integrating $T$ numerically from $-1.8$ to $-0.3$ eV includes $E_b$, yet the exponent between 600 and 606 Å is 0.418 Å$^{-1}$. That is $2\kappa_F$ plus the small effect of the factor $1/L$.

## Near a band edge, and beyond one channel

Let $E_F$ lie a small distance $\delta$ from a band edge. Expanding $\cosh\kappa a\simeq1+\kappa^2a^2/2$ and $|\Phi|\simeq2|q|+|\Phi'|\delta$ gives

$$\kappa\simeq\frac1a\sqrt{\frac{|\Phi'|\delta}{|q|}}.$$

For $\delta=0.1$ eV below the conduction edge, $|\Phi'|=6$ eV$^2$ and $\kappa\simeq\sqrt{0.6}/6=0.129$ Å$^{-1}$; the full curve gives 0.126. The tunnelling exponent tends to zero at the edge, while $\kappa_b$ stays fixed. This is where a shared cutoff fails worst.

The argument used one evanescent pair. With several pairs or transverse momenta there are several curves $\kappa(E)$, and the result for a single saddle cannot be taken over without a new derivation. Inelastic scattering, interactions beyond the given one-electron Hamiltonian and the voltage drop are also outside the result.

For the opening decision, suppose amplitudes below $10^{-6}$ are dropped. The density matrix passes that level before 36 Å. The tunnelling amplitude $\sqrt{T(E_F)}$ is still $2.8\times10^{-4}$ there and $1.9\times10^{-6}$ at 60 Å. The cutoff suits the density matrix of the chain without leads. With metal leads attached, lead states occupy the gap energies, the contour can cross the real axis only at $E_F$, and the argument for $\kappa_b$ does not carry over. The change is confined to elements that feel the leads. In the model junction at $E_F=-0.3$ eV, $P$ between the middle orbitals of the two outermost cells is $1.5\times10^{-6}$ at 36 Å and $3.3\times10^{-9}$ at 60 Å, with an apparent exponent of 0.23 Å$^{-1}$ between 60 and 66 Å. For the same separations placed five cells from both leads, $P$ returns to the tabulated values. The end-to-end Green function should be solved at $E_F$ without that cutoff. With short-range hopping, elimination site by site does this at a cost linear in $L$.
